**Coercive field under a linear ramp with pre-existing nuclei**

For wall speed v = v1(E/E1)^a and field E = rt, the program tests Ec = E1[(a+1) r (R_half − R0)/(v1 E1)]^(1/(a+1)). Here r is the ramp rate, R0 the initial nucleus radius, and R_half the radius at which half the film has switched. Random nuclei in one, two and three dimensions confirm the formula for R_half within 3%, the allowance for sampling noise. A simulated two-dimensional film gives exponents 0.4999, 0.2500 and 0.1000 for a = 1, 3 and 9, against 1/2, 1/4 and 1/10. Further assertions cover the finite initial radius, the current peak, the 99% switching field, a threshold field, the local exponent for activated walls, and nucleation during the ramp. In the example, Ec rises from 1.167 to 1.850 MV/cm as the rate grows from 10^4 to 10^6 MV/(cm s). The output also sizes dielectric charge, a dead layer, temperature, grains, series resistance and tunnelling; these are model estimates, not measurements.

## Check in Python

```python
# Result under test: with fixed pre-existing nuclei and wall speed
#   v = v1 * (E/E1)**a,  field E = rate * time,
# the field of half switching is
#   Ec = E1*((a+1)*rate*(R_half-R0)/(v1*E1))**(1/(a+1)),
# hence Ec ~ rate**(1/(a+1)).  R0: initial nucleus radius;
# R_half = (ln2/(n*C_d))**(1/d): radius at which half the film is switched,
# n: density of nuclei, C_d: volume of the unit ball in d dimensions.
# Units: nm, s, MV/cm, uC/cm2.  E1 = 1 MV/cm throughout.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid, quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12)
density = 0.01            # nuclei per nm^2
power = 9.0               # a
speed_unit = 1.0e5        # nm/s at 1 MV/cm
remanent = 20.0           # uC/cm2
rel_permittivity = 30.0
thickness = 10.0          # nm
dead_layer = 0.5          # nm, same permittivity as the film
slow, fast = 1.0e4, 1.0e6  # MV/(cm s)
# dielectric charge in uC/cm2 per MV/cm (1 MV/cm = 1e8 V/m, 1 C/m2 = 100 uC/cm2)
dielectric = rel_permittivity * const.epsilon_0 * 1e8 * 100


def half_radius(n, dim):
    ball = {1: 2.0, 2: np.pi, 3: 4 * np.pi / 3}[dim]
    return (np.log(2) / (n * ball)) ** (1 / dim)


def formula_field(rate, a, travel):
    return ((a + 1) * rate * travel / speed_unit) ** (1 / (a + 1))


def power_speed(field):
    return speed_unit * field ** power


def integrated_field(rate, speed, start=0.0, depol=0.0, charge=0.0):
    """March the radius in time; stop when P + charge*E = 0.
    depol: depolarizing field per unit polarization."""
    def polarization(radius):
        return remanent * (1 - 2 * np.exp(-np.pi * density * radius ** 2))

    def growth(t, y):
        local = max(rate * t - depol * polarization(y[0]), 0.0)
        return [speed(local)]

    def zero(t, y):
        return polarization(y[0]) + charge * rate * t
    zero.terminal = True
    zero.direction = 1
    sol = solve_ivp(growth, (0, 10 / rate), [start], events=zero,
                    max_step=0.01 / rate, rtol=1e-9, atol=1e-11)
    assert len(sol.t_events[0]) == 1
    return rate * sol.t_events[0][0]


def mean_exponent(low, high):
    return np.log(high / low) / np.log(fast / slow)


# Half radius from random nuclei, in one, two and three dimensions
for dim in (1, 2, 3):
    number = 100000
    side = number ** (1 / dim)
    count = rng.poisson(number)
    tree = cKDTree(rng.random((count, dim)) * side, boxsize=side)
    distance = tree.query(rng.random((number, dim)) * side)[0]
    ratio = np.median(distance) / half_radius(1.0, dim)
    assert abs(ratio - 1) < 0.03, (dim, ratio)   # sampling noise

# Film with random nuclei under a time-stepped ramp
box = 2000.0
nuclei = rng.random((rng.poisson(density * box ** 2), 2)) * box
probes = rng.random((60000, 2)) * box
distance = np.sort(cKDTree(nuclei, boxsize=box).query(probes)[0])
r_half = half_radius(density, 2)
film_results = []
for a in (1.0, 3.0, 9.0):
    found = []
    for rate in (slow, 1e5, fast):
        time = np.linspace(0, 12 / rate, 40001)
        radius = cumulative_trapezoid(speed_unit * (rate * time) ** a,
                                      time, initial=0)
        switched = np.searchsorted(distance, radius) / len(distance)
        found.append(rate * time[np.argmax(switched >= 0.5)])
        assert abs(found[-1] / formula_field(rate, a, r_half) - 1) < 0.015
    slope = np.polyfit(np.log([slow, 1e5, fast]), np.log(found), 1)[0]
    assert abs(slope - 1 / (a + 1)) < 1e-3, (a, slope)
    film_results.append((a, slope, 1 / (a + 1)))

# Main example and finite initial radius, by integration in time
ideal = [integrated_field(r, power_speed) for r in (slow, fast)]
for value, rate in zip(ideal, (slow, fast)):
    assert abs(value / formula_field(rate, power, r_half) - 1) < 1e-5
start_radius = 1.0
seeded = [integrated_field(r, power_speed, start=start_radius)
          for r in (slow, fast)]
for value, rate in zip(seeded, (slow, fast)):
    expected = formula_field(rate, power, r_half - start_radius)
    assert abs(value / expected - 1) < 1e-5

# Switching current: peak position, 99 % field, current density
m = 2 * (power + 1)
peak_fields, full_fields, currents = [], [], []
for value, rate in zip(ideal, (slow, fast)):
    field = np.linspace(0, 4, 40001)
    radius = cumulative_trapezoid(power_speed(field), field, initial=0) / rate
    switched = 1 - np.exp(-np.pi * density * radius ** 2)
    slope = np.gradient(switched, field)
    peak_fields.append(field[np.argmax(slope)])
    full_fields.append(field[np.argmax(switched >= 0.99)])
    currents.append((2 * remanent * slope.max() + dielectric) * rate * 1e-6)
    peak_ratio = ((m - 1) / (m * np.log(2))) ** (1 / m)
    assert abs(peak_fields[-1] / value / peak_ratio - 1) < 5e-4
    full_ratio = (np.log(100) / np.log(2)) ** (1 / m)
    assert abs(full_fields[-1] / value / full_ratio - 1) < 5e-4

# Threshold field: only the excess field follows the power law
threshold = 0.5
shifted = [integrated_field(r, lambda e: power_speed(max(e - threshold, 0.0)))
           for r in (slow, fast)]
assert np.allclose(np.array(shifted) - threshold, ideal, rtol=1e-5)
assert mean_exponent(*shifted) < 1 / (power + 1) - 0.01

# Nucleation during the ramp, rate ~ E**b (dimensionless, a = 3, two dimensions)
def nucleating_field(rate, a, b):
    def excess(top):
        field = np.linspace(0, top, 2001)
        travel = cumulative_trapezoid(field ** a, field, initial=0) / rate
        area = np.pi * (travel[-1] - travel) ** 2
        return trapezoid(field ** b * area, field) / rate - np.log(2)
    return brentq(excess, 1e-3, 1e3, xtol=1e-12)


ongoing = []
for b in (0.0, 3.0):
    slope = np.log(nucleating_field(100.0, 3.0, b)
                   / nucleating_field(1.0, 3.0, b)) / np.log(100)
    assert abs(slope - 3 / (2 * 4 + b + 1)) < 1e-5
    ongoing.append(slope)

# Activated wall motion v = v_inf*exp(-Ea/E), matched in value and
# logarithmic slope to the power law at the slow-ramp coercive field
activation = power * ideal[0]
v_inf = power_speed(ideal[0]) * np.exp(power)


def activated_speed(field, temperature=300.0):
    if field <= 0:
        return 0.0
    return v_inf * np.exp(-activation * 300.0 / temperature / field)


warm = 358.0
merz = [integrated_field(r, activated_speed) for r in (slow, fast)]
merz_warm = [integrated_field(r, lambda e: activated_speed(e, warm))
             for r in (slow, fast)]
local_exponents = []
for value, rate in zip(merz, (slow, fast)):
    up = integrated_field(rate * 1.02, activated_speed)
    down = integrated_field(rate / 1.02, activated_speed)
    difference = np.log(up / down) / (2 * np.log(1.02))
    predicted = rate * r_half / (value * activated_speed(value))
    assert abs(difference / predicted - 1) < 2e-3
    local_exponents.append(predicted)

# Dielectric charge and dead layer
total_charge = [integrated_field(r, power_speed, charge=dielectric)
                for r in (slow, fast)]
depol = dead_layer / (thickness + dead_layer) / dielectric
dead = [integrated_field(r, power_speed, depol=depol) for r in (slow, fast)]
depol_field = depol * remanent
loss_time = r_half / power_speed(depol_field)

# Grains that stop walls: one random probe point in each square grain
grain = 15.0
grains = 200000
counts = rng.poisson(density * grain ** 2, grains)
places = rng.random((grains, counts.max(), 2)) * grain
probe = rng.random((grains, 1, 2)) * grain
gap = np.sqrt(((places - probe) ** 2).sum(axis=2))
gap[np.arange(counts.max())[None, :] >= counts[:, None]] = np.inf
grain_radius = np.median(gap.min(axis=1))
assert np.isfinite(grain_radius) and grain_radius > r_half
grain_field = formula_field(slow, power, grain_radius)

# Series resistance of a square test capacitor (no feedback on the field)
plate = 50.0              # um
resistance = 50.0         # ohm
drops = [j * (plate * 1e-4) ** 2 * resistance for j in currents]
voltages = [e * thickness * 0.1 for e in ideal]   # 1 MV/cm = 0.1 V/nm

# Tunnelling at the fast-ramp coercive field: WKB factor at the Fermi level
# times the whole electron flux of a free-electron metal
barrier, mass_ratio, metal_density = 2.0, 0.2, 5.0e28   # eV, -, m^-3


def decay(x_nm):
    height = max(barrier - ideal[1] * 0.1 * x_nm, 0.0) * const.e
    return np.sqrt(2 * mass_ratio * const.m_e * height) / const.hbar


transmission = np.exp(-2e-9 * quad(decay, 0, thickness)[0])
fermi_speed = const.hbar * (3 * np.pi ** 2 * metal_density) ** (1 / 3) / const.m_e
supply = const.e * metal_density * fermi_speed * 3 / 16 * 1e-4   # A/cm2
tunnel_current = supply * transmission
breakdown = 4.0           # MV/cm, rough

print(f"Nuclei density {density} nm^-2; a = {power:.0f}; film {thickness:.0f} nm")
print(f"Wall speed at 1 MV/cm: {speed_unit:.1e} nm/s")
print(f"Ramp rates: {slow:.0e} and {fast:.0e} MV/(cm s)")
print(f"Remanent polarization {remanent:.0f} uC/cm2")
print(f"Relative permittivity {rel_permittivity:.0f}")
print(f"Half-switching radius: {r_half:.3f} nm")
print("Simulated film: a, fitted exponent, 1/(a+1)")
for a, slope, law in film_results:
    print(f"  {a:.0f}  {slope:.4f}  {law:.4f}")
print(f"Factor in Ec per decade of rate: {10 ** (1 / (power + 1)):.4f}")
print(f"Time to reach Ec, slow, fast: {ideal[0]/slow:.3e}, {ideal[1]/fast:.3e} s")
print(f"Wall speed at Ec, slow, fast: {power_speed(ideal[0]):.3e}, "
      f"{power_speed(ideal[1]):.3e} nm/s")
print("Ec slow (MV/cm), Ec fast (MV/cm), mean exponent:")
for label, pair in (("power law", ideal), ("zero total charge", total_charge),
                    ("dead layer", dead), ("activated, 300 K", merz),
                    (f"activated, {warm:.0f} K", merz_warm),
                    (f"threshold {threshold} MV/cm", shifted),
                    (f"initial radius {start_radius:.0f} nm", seeded)):
    print(f"  {label}: {pair[0]:.4f}, {pair[1]:.4f}, {mean_exponent(*pair):.4f}")
print(f"Current peak, slow, fast: {peak_fields[0]:.3f}, {peak_fields[1]:.3f} MV/cm")
print(f"99 % switched, slow, fast: {full_fields[0]:.3f}, {full_fields[1]:.3f} MV/cm")
print(f"Rough breakdown field: {breakdown:.1f} MV/cm")
print(f"Breakdown / 99 % field, fast: {breakdown / full_fields[1]:.2f}")
print(f"Exponent, nucleation in ramp, a=3, b=0: {ongoing[0]:.4f}")
print(f"Exponent, nucleation in ramp, a=3, b=3: {ongoing[1]:.4f}")
print(f"Activation field at 300 K: {activation:.2f} MV/cm")
print(f"Limiting activated speed: {v_inf:.3e} nm/s")
print(f"Activated local exponent, slow, fast: {local_exponents[0]:.4f}, "
      f"{local_exponents[1]:.4f}")
print(f"Dielectric charge at slow Ec: {dielectric * ideal[0]:.2f} uC/cm2")
print(f"Dead layer {dead_layer} nm: depolarizing field {depol_field:.3f} MV/cm")
print(f"R_half / power-law speed at that field: {loss_time:.3f} s")
print(f"Grain side {grain:.0f} nm: half radius {grain_radius:.2f} nm")
print(f"Grains without nucleus: {np.mean(counts == 0):.3f} of all")
print(f"Ec with grains, slow ramp: {grain_field:.4f} MV/cm")
print(f"Peak current density, slow, fast: {currents[0]:.2f}, {currents[1]:.1f} A/cm2")
print(f"Capacitor side {plate:.0f} um, series resistance {resistance:.0f} ohm")
print(f"Series voltage drop, slow, fast: {drops[0]:.4f}, {drops[1]:.3f} V")
print(f"Coercive voltage, slow, fast: {voltages[0]:.3f}, {voltages[1]:.3f} V")
print(f"Tunnel barrier {barrier} eV, mass {mass_ratio} m_e")
print(f"Metal electron density: {metal_density:.1e} m^-3")
print(f"WKB transmission at fast Ec: {transmission:.1e}")
print(f"Tunnel current estimate: {tunnel_current:.1e} A/cm2")
print("all good")
```

Running it gives:

```
Nuclei density 0.01 nm^-2; a = 9; film 10 nm
Wall speed at 1 MV/cm: 1.0e+05 nm/s
Ramp rates: 1e+04 and 1e+06 MV/(cm s)
Remanent polarization 20 uC/cm2
Relative permittivity 30
Half-switching radius: 4.697 nm
Simulated film: a, fitted exponent, 1/(a+1)
  1  0.4999  0.5000
  3  0.2500  0.2500
  9  0.1000  0.1000
Factor in Ec per decade of rate: 1.2589
Time to reach Ec, slow, fast: 1.167e-04, 1.850e-06 s
Wall speed at Ec, slow, fast: 4.024e+05, 2.539e+07 nm/s
Ec slow (MV/cm), Ec fast (MV/cm), mean exponent:
  power law: 1.1673, 1.8501, 0.1000
  zero total charge: 1.1539, 1.8158, 0.0984
  dead layer: 0.9961, 1.6565, 0.1104
  activated, 300 K: 1.1761, 1.9904, 0.1143
  activated, 358 K: 1.0019, 1.7107, 0.1162
  threshold 0.5 MV/cm: 1.6673, 2.3501, 0.0745
  initial radius 1 nm: 1.1397, 1.8063, 0.1000
Current peak, slow, fast: 1.186, 1.879 MV/cm
99 % switched, slow, fast: 1.283, 2.034 MV/cm
Rough breakdown field: 4.0 MV/cm
Breakdown / 99 % field, fast: 1.97
Exponent, nucleation in ramp, a=3, b=0: 0.3333
Exponent, nucleation in ramp, a=3, b=3: 0.2500
Activation field at 300 K: 10.51 MV/cm
Limiting activated speed: 3.261e+09 nm/s
Activated local exponent, slow, fast: 0.0928, 0.1419
Dielectric charge at slow Ec: 3.10 uC/cm2
Dead layer 0.5 nm: depolarizing field 0.359 MV/cm
R_half / power-law speed at that field: 0.480 s
Grain side 15 nm: half radius 5.67 nm
Grains without nucleus: 0.105 of all
Ec with grains, slow ramp: 1.1894 MV/cm
Peak current density, slow, fast: 2.51, 159.0 A/cm2
Capacitor side 50 um, series resistance 50 ohm
Series voltage drop, slow, fast: 0.0031, 0.199 V
Coercive voltage, slow, fast: 1.167, 1.850 V
Tunnel barrier 2.0 eV, mass 0.2 m_e
Metal electron density: 5.0e+28 m^-3
WKB transmission at fast Ec: 1.4e-20
Tunnel current estimate: 2.7e-09 A/cm2
all good
```
